# Gated-diode peak recombination at a discrete interface level: ideality from one to two: a numerical check

```python
"""Peak recombination current of a gated diode with one discrete interface level.

Result under test: with equal capture coefficients, the ideality factor m of
the peak current, defined by 1/m = d ln[I/(1-exp(-qV/kT))]/d(qV/kT), obeys
    m = 1 + 1/(1 + exp(-(V - Vs)/(2 kT/q))),  Vs = 2 (kT/q) ln(2 cosh(D/kT)),
so m passes 3/2 at qV = 2D when D >> kT.
V: forward junction bias; D: level energy minus intrinsic level (eV);
psi: surface potential (V); n, p: surface carrier densities (cm^-3).
The numerical side builds emission from detailed balance, solves the level
occupancy, and searches for the peak while sweeping the gate voltage.
Energies in eV, lengths in cm, unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ai_zeros

q = const.e
temperature = 300.0
kT = const.k * temperature / q
ni = 1e10
doping = 1e17
capture = 1e-8
level_density = 1e11
offset = 0.20
oxide_nm = 5.0
width_um, length_um = 10.0, 0.5
area = width_um * length_um * 1e-8
eps_si = 11.7 * const.epsilon_0 / 100
c_ox = 3.9 * const.epsilon_0 / 100 / (oxide_nm * 1e-7)
phi_f = kT * np.log(doping / ni)


def balance(n, p, d, cn=capture, cp=capture):
    """Net rate per area, occupancy and electron emission rate; d = D/kT."""
    fermi = 0.3 * d  # any equilibrium Fermi level serves to fix emission
    filled = 1 / (1 + np.exp(d - fermi))
    empty = 1 / (1 + np.exp(fermi - d))
    en = cn * ni * np.exp(fermi) * empty / filled
    ep = cp * ni * np.exp(-fermi) * filled / empty
    total = cn * n + en + cp * p + ep
    f = (cn * n + ep) / total
    vacant = (en + cp * p) / total
    return level_density * (cn * n * vacant - en * f), f, en


def carriers(psi, V):
    return ni**2 / doping * np.exp((V + psi) / kT), doping * np.exp(-psi / kT)


def surface_field(psi, V):
    """Silicon surface field in V/cm from the first integral of Poisson."""
    u = psi / kT
    minority = ni**2 / doping**2 * np.exp(V / kT)
    s = np.expm1(-u) + u + minority * (np.expm1(u) - u)
    return np.sign(u) * np.sqrt(2 * q * doping * kT / eps_si * np.maximum(s, 0))


def gate_voltage(psi, V, D):
    """Gate voltage above flat band, with the charge of filled levels."""
    n, p = carriers(psi, V)
    f = balance(n, p, D / kT)[1]
    return psi + (eps_si * surface_field(psi, V) + q * level_density * f) / c_ox


def gate_peak(V, D):
    """Largest rate over gate voltage, and the surface potential there."""
    low, high = -0.05, 2 * phi_f - V

    def psi_of(vg):
        return brentq(lambda s: gate_voltage(s, V, D) - vg, low, high, xtol=1e-14)

    def cost(vg):
        n, p = carriers(psi_of(vg), V)
        return -np.log(balance(n, p, D / kT)[0])

    bounds = (gate_voltage(low, V, D), gate_voltage(high, V, D))
    best = minimize_scalar(cost, bounds=bounds, method="bounded",
                           options={"xatol": 1e-8, "maxiter": 200})
    return np.exp(-best.fun), psi_of(best.x)


def ideality(rate, V, h=1e-3, corrected=True):
    """Local ideality factor by a central difference of a rate function."""
    def log_rate(x):
        base = np.log(rate(x))
        return base - np.log(-np.expm1(-x / kT)) if corrected else base
    return 2 * h / kT / (log_rate(V + h) - log_rate(V - h))


def bias_at(rate, m, low, high):
    return brentq(lambda V: ideality(rate, V) - m, low, high, xtol=1e-9)


def centre(D, kt=kT, ratio=1.0):
    """Derived bias of m = 3/2; ratio = cn/cp."""
    return 2 * kt * np.log(2 * np.cosh(D / kt + 0.5 * np.log(ratio)))


def m_formula(V, D):
    return 1 + 1 / (1 + np.exp(-(V - centre(D)) / (2 * kT)))


def peak_formula(V, D):
    x = np.exp(V / (2 * kT))
    return (capture * level_density * ni * np.expm1(V / kT)
            / (2 * (x + np.cosh(D / kT))))


def free_peak(v, d, cn=capture, cp=capture):
    """Largest rate when n/p varies freely at fixed product; v = qV/kT."""
    def cost(y):
        n, p = ni * np.exp(v / 2 + y), ni * np.exp(v / 2 - y)
        return -np.log(balance(n, p, d, cn, cp)[0])
    best = minimize_scalar(cost, bounds=(-12, 12), method="bounded",
                           options={"xatol": 1e-8, "maxiter": 200})
    return np.exp(-best.fun)


# The gate voltage must rise with surface potential for the peaks to agree.
for V in (0.2, 0.4, 0.6):
    grid = np.linspace(-0.05, 2 * phi_f - V, 400)
    assert np.all(np.diff(gate_voltage(grid, V, offset)) > 0)

# Peak height, peak position, ideality, and the fate of a captured electron.
table = []
for V in (0.1, 0.2, 0.3, 0.4, 0.5, 0.6):
    rate, psi = gate_peak(V, offset)
    n, p = carriers(psi, V)
    en = balance(n, p, offset / kT)[2]
    annihilated = capture * p / (capture * p + en)
    m = ideality(lambda x: gate_peak(x, offset)[0], V)
    assert abs(rate / peak_formula(V, offset) - 1) < 1e-8
    assert abs(np.log(n / p)) < 1e-3
    assert abs(psi - (phi_f - V / 2)) < 1e-4
    assert abs(m - m_formula(V, offset)) < 1e-4
    assert abs((m - 1) - annihilated) < 3e-4
    table.append((V, psi, q * area * rate * 1e12, m, annihilated))

# Levels at other places, a midgap level and a level below midgap included.
for D, V in ((0.0, 0.01), (0.0, 0.2), (0.1, 0.25), (-0.2, 0.4)):
    m = ideality(lambda x: gate_peak(x, D)[0], V)
    assert abs(m - m_formula(V, D)) < 2e-4
m_midgap = ideality(lambda x: gate_peak(x, 0.0)[0], 0.002)
assert abs(m_midgap - 4 / 3) < 0.02  # bias is small but not zero

# Bias of m = 3/2 found numerically for several offsets.
centres = []
for D in (0.05, 0.10, 0.15, 0.20, 0.25):
    found = bias_at(lambda x: gate_peak(x, D)[0], 1.5, 2 * D - 0.08, 2 * D + 0.08)
    assert abs(found - centre(D)) < 2e-5
    centres.append((D, found))

# Width of the passage from m = 1.1 to m = 1.9.
v11 = bias_at(lambda x: gate_peak(x, offset)[0], 1.1, 0.2, 0.4)
v19 = bias_at(lambda x: gate_peak(x, offset)[0], 1.9, 0.4, 0.6)
assert abs((v19 - v11) - 4 * np.log(9) * kT) < 1e-4

# Crossing of the two straight asymptotes, read off for a remote level.
d_far = 15.0
slope_one = np.log(free_peak(14.0, d_far)) - 14.0
slope_half = np.log(free_peak(60.0, d_far)) - 30.0
crossing = 2 * (slope_half - slope_one)
assert abs(crossing - 2 * np.log(np.cosh(d_far))) < 5e-3
corner = 2 * kT * np.log(np.cosh(offset / kT))
m_corner = ideality(lambda x: gate_peak(x, offset)[0], corner)
assert abs(m_corner - 4 / 3) < 1e-4

# Uncorrected slope at small bias.
m_raw = ideality(lambda x: gate_peak(x, offset)[0], 0.05, corrected=False)
inverse = 1 / m_formula(0.05, offset) + 1 / np.expm1(0.05 / kT)
assert abs(1 / m_raw - inverse) < 1e-3

# Unequal capture coefficients move the centre.
unequal = []
for ratio in (10.0, 0.1):
    found = bias_at(lambda x: free_peak(x / kT, offset / kT, capture * ratio),
                    1.5, 0.25, 0.55)
    assert abs(found - centre(offset, ratio=ratio)) < 2e-5
    unequal.append(found)


# Spread of levels: all share the peak n = p when capture is equal.
def spread_rate(V, levels, weights):
    s = ni * np.exp(V / (2 * kT))
    return np.sum(weights * balance(s, s, levels / kT)[0])


sigma = 0.03
levels = np.linspace(offset - 6 * sigma, offset + 6 * sigma, 801)
weights = np.exp(-0.5 * ((levels - offset) / sigma) ** 2)
v_spread = bias_at(lambda x: spread_rate(x, levels, weights), 1.5, 0.2, 0.5)
flat = np.linspace(-0.55, 0.55, 2001)
m_flat = ideality(lambda x: spread_rate(x, flat, np.ones_like(flat)), 0.2)

# Holes tunnelling from the depletion layer to the level (WKB, rough mass).
hole_mass = 0.3
nodes, node_weights = np.polynomial.legendre.leggauss(80)


def tunnel_gain(psi, V):
    field_si = max(surface_field(psi, V), 1.0) * 100
    b = (4 / 3 * np.sqrt(2 * hole_mass * const.m_e) * (kT * q) ** 1.5
         / (const.hbar * q * field_si))
    top = psi / kT
    w = 0.5 * top * (nodes + 1)
    return 0.5 * top * np.sum(node_weights * np.exp(w - b * w**1.5))


def tunnel_peak(V):
    def cost(psi):
        n, p = carriers(psi, V)
        cp = capture * (1 + tunnel_gain(psi, V))
        return -np.log(balance(n, p, offset / kT, capture, cp)[0])
    best = minimize_scalar(cost, bounds=(1e-3, 2 * phi_f - V), method="bounded",
                           options={"xatol": 1e-9, "maxiter": 200})
    return np.exp(-best.fun)


v_tunnel = bias_at(tunnel_peak, 1.5, 0.25, 0.55)

# Other neglected effects at the centre bias and at the top of the range.
v_mid = centre(offset)
rate_mid, psi_mid = gate_peak(v_mid, offset)
n_mid, p_mid = carriers(psi_mid, v_mid)
field_mid = surface_field(psi_mid, v_mid)
gain_mid = tunnel_gain(psi_mid, v_mid)
normal_mass = 0.92
scale = (const.hbar**2 / (2 * normal_mass * const.m_e)
         * (q * field_mid * 100) ** 2) ** (1 / 3)
subband = -ai_zeros(1)[0][0] * scale / q
mobility, body_um = 500.0, 10.0
sheet = n_mid * kT / field_mid
lateral_drop = rate_mid * (length_um * 1e-4) ** 2 / (8 * mobility * sheet)


def background(V):
    """Diffusion current of the body under the gate, as a share of the peak."""
    flux = mobility * kT * ni**2 / doping / (body_um * 1e-4) * np.expm1(V / kT)
    return flux / peak_formula(V, offset)


injection = ni**2 / doping**2 * np.exp(0.6 / kT)
electron_mass = 1.08
band_density = 2 * (electron_mass * const.m_e * const.k * temperature
                    / (2 * np.pi * const.hbar**2)) ** 1.5 * 1e-6
fill = ni * np.exp(0.6 / (2 * kT)) / band_density
kT_hot = const.k * 400.0 / q

print(f"temperature {temperature:.0f} K, kT = {kT*1e3:.3f} meV")
print(f"intrinsic density {ni:.1e} cm^-3, body doping {doping:.1e} cm^-3")
print(f"oxide {oxide_nm:.1f} nm, gate {width_um:.1f} um x {length_um:.1f} um")
print(f"level density {level_density:.1e} cm^-2, capture {capture:.1e} cm^3/s")
print(f"level offset {offset:.3f} eV, offset/kT = {offset/kT:.3f}")
print(f"body Fermi potential {phi_f:.4f} V, twice that {2*phi_f:.4f} V")
print("bias V | surface potential V | peak pA | m | annihilated share")
for V, psi, current, m, share in table:
    print(f"{V:.1f} | {psi:.4f} | {current:.4g} | {m:.4f} | {share:.4f}")
print("level offset eV | bias of m=3/2, V | excess over 2*offset, mV")
for D, found in centres:
    print(f"{D:.2f} | {found:.4f} | {(found-2*D)*1e3:.2f}")
print(f"bias of m=1.1: {v11:.4f} V; of m=1.9: {v19:.4f} V")
print(f"width from m=1.1 to 1.9: {(v19-v11)*1e3:.1f} mV")
print(f"asymptotes cross at {corner:.4f} V, m there {m_corner:.4f}")
print(f"midgap level, m at 2 mV bias: {m_midgap:.4f}")
print(f"uncorrected m at 0.05 V: {m_raw:.4f}; corrected {m_formula(0.05, offset):.4f}")
print("neglected effects, for the example:")
print(f"cn/cp = 10: m=3/2 at {unequal[0]:.4f} V; cn/cp = 0.1: {unequal[1]:.4f} V")
print(f"twofold level degeneracy moves centre by {2*kT*np.log(2)*1e3:.1f} mV")
print(f"Gaussian spread {sigma*1e3:.0f} meV: m=3/2 at {v_spread:.4f} V")
print(f"flat continuum over +-0.55 eV: m at 0.2 V = {m_flat:.4f}")
print(f"surface field at centre {field_mid/1e6:.4f} MV/cm")
print(f"hole tunnelling (mass {hole_mass:.2f} m_e): added capture {gain_mid:.3f}")
print(f"with hole tunnelling m=3/2 at {v_tunnel:.4f} V")
print(f"lowest subband (mass {normal_mass:.2f} m_e) {subband*1e3:.1f} meV")
print(f"mobility {mobility:.0f} cm2/Vs, body depth {body_um:.0f} um (rough)")
print(f"lateral quasi-Fermi drop at centre {lateral_drop*1e3:.3f} mV")
print(f"diode background/peak: {background(v_mid):.4f} at centre, "
      f"{background(0.6):.4f} at 0.6 V")
print(f"injected/doping density at 0.6 V: {injection:.2e}")
print(f"surface density/band density at 0.6 V: {fill:.2e}")
print(f"at 400 K: centre {centre(offset, kT_hot):.4f} V, "
      f"width {4*np.log(9)*kT_hot*1e3:.1f} mV")
print("done: every assertion held")
```

Running it gives:

```
temperature 300 K, kT = 25.852 meV
intrinsic density 1.0e+10 cm^-3, body doping 1.0e+17 cm^-3
oxide 5.0 nm, gate 10.0 um x 0.5 um
level density 1.0e+11 cm^-2, capture 1.0e-08 cm^3/s
level offset 0.200 eV, offset/kT = 7.736
body Fermi potential 0.4167 V, twice that 0.8334 V
bias V | surface potential V | peak pA | m | annihilated share
0.1 | 0.3667 | 0.001629 | 1.0030 | 0.0030
0.2 | 0.3167 | 0.07686 | 1.0205 | 0.0205
0.3 | 0.2667 | 2.974 | 1.1263 | 0.1263
0.4 | 0.2167 | 61.15 | 1.5000 | 0.5000
0.5 | 0.1667 | 591.8 | 1.8737 | 0.8737
0.6 | 0.1167 | 4344 | 1.9795 | 0.9795
level offset eV | bias of m=3/2, V | excess over 2*offset, mV
0.05 | 0.1011 | 1.07
0.10 | 0.2000 | 0.02
0.15 | 0.3000 | 0.00
0.20 | 0.4000 | 0.00
0.25 | 0.5000 | 0.00
bias of m=1.1: 0.2864 V; of m=1.9: 0.5136 V
width from m=1.1 to 1.9: 227.2 mV
asymptotes cross at 0.3642 V, m there 1.3333
midgap level, m at 2 mV bias: 1.3420
uncorrected m at 0.05 V: 0.8562; corrected 1.0011
neglected effects, for the example:
cn/cp = 10: m=3/2 at 0.4595 V; cn/cp = 0.1: 0.3405 V
twofold level degeneracy moves centre by 35.8 mV
Gaussian spread 30 meV: m=3/2 at 0.3847 V
flat continuum over +-0.55 eV: m at 0.2 V = 1.6409
surface field at centre 0.0768 MV/cm
hole tunnelling (mass 0.30 m_e): added capture 0.914
with hole tunnelling m=3/2 at 0.3775 V
lowest subband (mass 0.92 m_e) 31.5 meV
mobility 500 cm2/Vs, body depth 10 um (rough)
lateral quasi-Fermi drop at centre 0.619 mV
diode background/peak: 0.0089 at centre, 0.2863 at 0.6 V
injected/doping density at 0.6 V: 1.20e-04
surface density/band density at 0.6 V: 3.89e-05
at 400 K: centre 0.4000 V, width 302.9 mV
done: every assertion held
```
